# Poole-Frenkel emission: Coulomb-barrier lowering at a charged trap

## The decision that hangs on the result

A defect calculation for an insulating layer supplies a trap level, its charge states and a permittivity. To predict leakage from these, one must decide how the emission barrier depends on field, and which combination of current and field to plot. For an isolated trap, the charge state settles the first question. A trap that is positive when empty pulls back the departing electron with a long-range Coulomb force, and a field then lowers the barrier by an amount proportional to its square root. A trap that is neutral when empty has no such Coulomb tail, and the formula below must not be used for it.

The second question matters just as much. The square-root law belongs to the emission rate of one trap. The current contains further factors, which can change the slope of the plot and hence the permittivity read from it.

## The trap and the zero of energy

Let \(q>0\) be the elementary charge, so that the electron has charge \(-q\). The empty trap has charge \(+q\) and sits at the origin in a medium of relative permittivity \(\varepsilon_r\). The field has uniform magnitude \(F\), and the \(x\) axis points along its force on the electron, which is opposite to the electric field vector.

The zero of energy is the conduction-band edge at the trap site, with the Coulomb well left out. The bound level lies at \(-E_t\). A field shifts it to first order by \(-qF\langle x\rangle\), which vanishes for a state symmetric about the trap. Higher-order shifts are neglected, so the level stays at \(-E_t\).

Outside the small core of the trap, the potential energy on the axis, for \(x>0\), is

\[
V(x)=-\frac{A}{x}-qFx,\qquad A=\frac{q^2}{4\pi\varepsilon_0\varepsilon_r}.
\]

The first term rises towards zero as the electron leaves. The second falls without limit. Their sum therefore has a maximum at a finite distance.

## Height and position of the barrier

At the maximum the derivative vanishes:

\[
V'(x)=\frac{A}{x^2}-qF=0
\quad\Longrightarrow\quad
x_m=\sqrt{\frac{A}{qF}} .
\]

The second derivative, \(-2A/x^3\), is negative, so this is a maximum. The condition also says that \(A/x_m=qFx_m\): the two terms of \(V\) are equal there. Hence

\[
V(x_m)=-2qFx_m=-2\sqrt{AqF}.
\]

Half of the lowering comes from the field term and half from the Coulomb energy that remains at \(x_m\). Inserting \(A\) and taking the factor 2 under the root as 4 gives

\[
2\sqrt{AqF}=\sqrt{\frac{4q^3F}{4\pi\varepsilon_0\varepsilon_r}}
=\beta\sqrt F,\qquad
\beta=\sqrt{\frac{q^3}{\pi\varepsilon_0\varepsilon_r}} .
\]

This holds for a trap left with charge \(+q\). If it is left with charge \(+Zq\), then \(A\) is multiplied by \(Z\) and \(\beta\) by \(\sqrt Z\), and a slope read with the formula above returns \(\varepsilon_r/Z\).

The barrier seen from the level is the top minus the level:

\[
W(F)=-\beta\sqrt F-(-E_t)=E_t-\beta\sqrt F .
\]

The square root has a simple origin. A stronger field does more work per unit length, but it also brings the top closer, as \(F^{-1/2}\). The product \(Fx_m\) thus grows as \(F^{1/2}\). The barrier vanishes at \(F=(E_t/\beta)^2\), and emission over a barrier loses its meaning before that field is reached.

## Why no other path has a lower pass

The electron can leave in three dimensions, so the axis has to be shown to be the easiest way out. Let \(\theta\) be the angle from the \(x\) axis. On the sphere \(r=x_m\) around the trap,

\[
V=-\frac{A}{x_m}-qFx_m\cos\theta
\ \ge\ -\frac{A}{x_m}-qFx_m=-\beta\sqrt F ,
\]

because \(\cos\theta\le1\). Every path from the trap to a distant point crosses this sphere, so its highest energy is at least \(-\beta\sqrt F\). The path along the axis attains this bound. It is therefore the lowest pass.

This was tested without using the sphere. On a grid of potential energies, the smallest energy was sought at which the region around the trap joins the region far downstream. At \(10^8\) V/m the search gives a lowering of 0.3795 eV, in agreement with \(\beta\sqrt F\).

## From the barrier to the emission rate

Suppose that the electron exchanges energy with the lattice fast enough to stay in thermal equilibrium while it is bound. As a simple model, let the energies above the level form a ladder \(j\delta\), with \(j=0,1,2,\dots\), and let the barrier be \(W=M\delta\). With \(s=e^{-\delta/kT}\), where \(k\) is Boltzmann's constant and \(T\) the temperature, the fraction at or above the barrier is

\[
\frac{\sum_{j=M}^{\infty}s^j}{\sum_{j=0}^{\infty}s^j}
=\frac{s^M/(1-s)}{1/(1-s)}=s^M=e^{-W/kT}.
\]

If escape is attempted at a rate \(\nu\), the emission rate is

\[
e(F)=\nu\exp\!\left(-\frac{E_t-\beta\sqrt F}{kT}\right),
\]

and its logarithm is

\[
\ln\frac{e(F)}{\nu}=-\frac{E_t}{kT}+\frac{\beta}{kT}\sqrt F .
\]

This is a straight line in \(\sqrt F\) with slope \(\beta/kT\), provided that \(\nu\) does not depend on field. That is an assumption about the prefactor and does not follow from the barrier. If instead \(\nu\propto F^p\), the logarithm gains \(p\ln F=2p\ln\sqrt F\), and the local slope becomes

\[
\frac{d\ln e}{d\sqrt F}=\frac{\beta}{kT}+\frac{2p}{\sqrt F}.
\]

The added term fades at high field, but over a limited range it can pass for a change of \(\beta\).

## A worked case

Take round model parameters: \(\varepsilon_r=4\), \(E_t=1\) eV, \(\nu=10^{13}\ \mathrm{s^{-1}}\) and \(T=300\) K, so that \(kT=0.02585\) eV. The constants are \(A=0.3600\) eV nm and \(\beta=3.795\times10^{-5}\ \mathrm{eV\,(m/V)^{1/2}}\).

At \(F=10^8\) V/m, which is 1 MV/cm, the force is \(qF=0.1\) eV/nm. Then

\[
x_m=\sqrt{\frac{0.3600}{0.1}}\ \mathrm{nm}=1.90\ \mathrm{nm},
\]
\[
\beta\sqrt F=3.795\times10^{-5}\times10^4\ \mathrm{eV}=0.380\ \mathrm{eV}.
\]

The remaining barrier is 0.620 eV, or 24.0 in units of \(kT\), and \(e=10^{13}e^{-24.0}\approx 380\ \mathrm{s^{-1}}\).

At one quarter of this field, \(2.5\times10^7\) V/m, the square root is halved. The lowering is 0.190 eV, the top lies at 3.79 nm, and the rate is \(0.24\ \mathrm{s^{-1}}\). At zero field the formula gives \(1.6\times10^{-4}\ \mathrm{s^{-1}}\).

It is convenient to write \(\gamma=\beta\sqrt F/kT\). It equals 7.34 at the lower field and 14.68 at the higher. Each step of 7.34 multiplies the rate by \(e^{7.34}\approx1540\). The barrier would vanish at \(6.9\times10^8\) V/m, well above both fields.

As a test of the line itself, barrier tops were found by numerical search at seven fields in this range. The resulting \(\ln e\) has the fitted slope \(1.468\times10^{-3}\ \mathrm{(m/V)^{1/2}}\), equal to \(\beta/kT\). The numerical output lists most of these values and of those used below.

## From emission to current

Let \(N_t\) be the density of traps and \(N_A\) the density of compensating acceptors, each of which has taken one electron from a trap. Let \(n\) be the density of free electrons. Neutrality requires the positive traps to balance both:

\[
N_t^+=n+N_A .
\]

The filled traps number \(N_t-N_A-n\) per volume. With capture coefficient \(c\), the steady balance of emission and capture is

\[
e\,(N_t-N_A-n)=c\,n\,(n+N_A).
\]

To see how \(n\) follows \(e\), take logarithms and differentiate with respect to \(\ln e\), holding \(c\) and the densities of traps and acceptors fixed. Write \(D=d\ln n/d\ln e\), and use \(dn=n\,d\ln n\):

\[
1-\frac{n}{N_t-N_A-n}D=D+\frac{n}{n+N_A}D .
\]

Collecting the terms in \(D\) gives

\[
D=\left[1+\frac{n}{n+N_A}+\frac{n}{N_t-N_A-n}\right]^{-1}.
\]

Two limits matter when few of the available electrons have been freed, so that the last term is small.

- **Strong compensation**, \(n\ll N_A\): \(D\to1\) and \(n\approx e(N_t-N_A)/(cN_A)\). The number of empty traps that can capture an electron is fixed by the acceptors.
- **No compensation**, \(N_A=0\): \(D\to\tfrac12\) and \(n\approx\sqrt{eN_t/c}\). Each emitted electron leaves behind one more capturing trap, which halves the response of \(\ln n\).

For a uniform drift current, \(J=qn\mu F\). If the mobility \(\mu\), the coefficient \(c\) and the attempt rate \(\nu\) do not depend on field, then \(J/F\propto n\), and

\[
\frac{d\ln(J/F)}{d\sqrt F}=D\,\frac{\beta}{kT}.
\]

Thus, for a neutral bulk under these assumptions, \(\ln(J/F)\) is the quantity to plot, and its slope is \(\beta/kT\) only under strong compensation.

For numbers, take \(N_t=10^{23}\ \mathrm{m^{-3}}\) and \(c=10^{-12}\ \mathrm{m^3/s}\). With \(N_A=10^{22}\ \mathrm{m^{-3}}\), the slope between the two fields is 1.000 times \(\beta/kT\). With \(N_A=0\) it is 0.500 times. With \(N_A=10^{18}\ \mathrm{m^{-3}}\) the mean ratio is 0.745, and the plot bends. At the lower field the strong-compensation formula gives \(n\approx2.4\times10^{16}\ \mathrm{m^{-3}}\), far below \(N_A\), so \(D\) is close to 1. At the higher field \(n=5.7\times10^{18}\ \mathrm{m^{-3}}\) exceeds \(N_A\), and \(D\) has fallen to 0.54.

These results need a layer thick enough for neutrality to fix \(n\). Neutrality is enforced only through Poisson's equation: an excess of electrons fills traps, and the resulting charge changes the field until the balance is restored. The length over which this happens is roughly \(\varepsilon_0\varepsilon_rF/(qN_t^+)\) divided by \(\gamma/2\). At \(10^8\) V/m it is about 0.3 \(\mu\)m for \(N_A=10^{22}\ \mathrm{m^{-3}}\) and about 0.4 mm for the other two cases. A layer much thinner than this can carry many times the bulk current at an almost uniform field. There \(n\) is set by the injecting contact, and the values of \(D\) above do not describe the current.

## What a wrong slope does to the permittivity

Since \(\beta\propto\varepsilon_r^{-1/2}\), someone who attributes the whole slope to \(\beta/kT\) infers

\[
\varepsilon_{\rm app}=\frac{\varepsilon_r}{R^2},
\]

where \(R\) is the ratio of the observed slope to the true \(\beta/kT\).

Suppose \(\ln J\) is plotted instead of \(\ln(J/F)\), under strong compensation. The extra \(\ln F\) grows by \(\ln4=1.386\) between the two fields, while \(\gamma\) grows by 7.34. Hence \(R=1+1.386/7.34=1.189\), and the inferred permittivity is 2.83 instead of 4. With the right plot but no compensation, \(R=0.5\) and the inferred value is 16.

The factor one half has another possible source. An electron at distance \(x\) from an ideal metal surface is attracted by its image at distance \(2x\), with force \(q^2/[4\pi\varepsilon_0\varepsilon_r(2x)^2]=A/(4x^2)\). Integrating from infinity gives the energy \(-A/(4x)\). Replacing \(A\) by \(A/4\) in the barrier formula gives

\[
2\sqrt{\frac{A}{4}\,qF}=\frac{\beta}{2}\sqrt F ,
\]

or 0.190 eV at \(10^8\) V/m. The coefficient is smaller because the image moves with the electron, whereas the trap charge stays in place. For emission from a metal contact with a constant prefactor, \(\ln J\) therefore has the same slope as \(\ln(J/F)\) for uncompensated traps. With that constant prefactor the two slopes belong to different plots, however. If the contact current is also plotted as \(\ln(J/F)\), its slope between the two example fields is only \(0.5-0.189=0.311\) times \(\beta/kT\). A constant prefactor requires the electrons to be carried away from the barrier faster than they cross it. At low mobility, up to about 1 cm\(^2\)/Vs for the free-electron mass at these fields, the contact current is instead limited by diffusion over the barrier, \(J\propto\mu\big/\!\int e^{V/kT}dx\). The slope of \(\ln(J/F)\) is then 0.45 to 0.46 times \(\beta/kT\), close to the value for uncompensated traps on the same plot. A slope near one half must therefore be read together with the quantity plotted, and it does not by itself tell a contact from uncompensated traps.

## Escape in other directions

The lowest pass lies on the axis, but electrons may also cross elsewhere. A simple model lets them leave along straight rays, with equal attempts per solid angle. Along a ray at angle \(\theta<\pi/2\) the force of the field is \(qF\cos\theta\), so the lowering is \(\beta\sqrt{F\cos\theta}\). Backward rays are given the zero-field barrier.

The backward half contributes \(\tfrac12\) to the mean enhancement of the rate. The forward half contributes

\[
\frac12\int_0^{\pi/2}e^{\gamma\sqrt{\cos\theta}}\sin\theta\,d\theta
=\int_0^1 s\,e^{\gamma s}\,ds ,
\]

where \(s=\sqrt{\cos\theta}\), so that \(\sin\theta\,d\theta=-2s\,ds\). Integration by parts gives

\[
\int_0^1 s\,e^{\gamma s}ds
=\left[\frac{s\,e^{\gamma s}}{\gamma}-\frac{e^{\gamma s}}{\gamma^2}\right]_0^1
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\]

The mean enhancement is therefore

\[
G(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\]

For large \(\gamma\) the exponential term dominates, and \(\ln G\approx\gamma-\ln\gamma+\ln(1-1/\gamma)\). The leading term is the straight line. The next one, \(-\ln\gamma\), appears because a stronger field concentrates the escape in a narrower cone about the axis.

Between the two example fields the slope of \(\ln G\) is 0.916 times \(\beta/kT\), which would be read as a permittivity of 4.77. In this model the line is a good approximation, with a slope 8% below the one-dimensional value.

The figure of 8% depends on the assumption of equal attempts per solid angle. Suppose instead that the electron is a classical particle in thermal equilibrium up to the barrier, and that the field hardly changes the population of the well. The outward flux through the sphere \(r=x_m\) is then proportional to its area times the mean Boltzmann factor on it, that is, to \(x_m^2(e^\gamma-1)/\gamma\). Because \(x_m^2\propto1/F\), the slope between the two example fields falls to 0.72 times \(\beta/kT\). If the electron instead diffuses over the pass, which is also the regime in which the capture coefficient does not depend on field, the prefactor is the root of the curvature along the axis divided by the curvature across it. Both curvatures grow as \(F^{3/2}\), so the prefactor falls as \(F^{-3/4}\). The slope is then \(1-0.75\times0.189=0.86\) times \(\beta/kT\), which would be read as a permittivity of about 5.4. The prefactor can therefore matter more than the 8% suggests.

## Neighbouring traps

The derivation treats one isolated charge. Put a second positive trap at distance \(d\) downstream:

\[
V(x)=-\frac Ax-\frac{A}{d-x}-qFx .
\]

Without a field, symmetry places the top between the traps at \(x=d/2\). A weak field also moves the top, but the zero-field potential is flat there, so the movement has no first-order effect on the height. The added lowering of this top is then

\[
\Delta W\approx qF\,\frac d2 ,
\]

linear in \(F\). To leading order the distance to the top is now \(d/2\), set by the neighbour and not by the field.

This is the barrier for transfer to the neighbouring trap. To leave the pair altogether, the electron must also pass a second top beyond the neighbour. As the field tends to zero, that outer top rises towards zero energy, while the top between the traps stays near \(-4A/d\). At weak field the outer top is therefore the higher one, and the linear law describes transfer between the traps, not release from the pair.

For \(N_t=10^{23}\ \mathrm{m^{-3}}\) the spacing \(d=N_t^{-1/3}\) is 21.5 nm. Using it here takes the neighbouring trap to be empty. Filled traps are neutral, so when most traps are filled the positive neighbours are farther away on average. At \(10^5\) V/m the numerical top is lowered by \(1.073\times10^{-3}\) eV, against \(1.077\times10^{-3}\) eV from the linear law.

The formula for an isolated trap requires \(x_m\ll d/2\). Equality occurs at \(3.1\times10^6\) V/m. At the lower example field, \(x_m=3.79\) nm against \(d/2=10.8\) nm, so the separation is moderate. The neighbour lowers the top by about \(A/(d-x_m)\) and the level by \(A/d\). The net change of the barrier is

\[
\frac{0.3600}{17.7}-\frac{0.3600}{21.5}\approx0.004\ \mathrm{eV},
\]

which is small beside the lowering of 0.190 eV.

## Tunnelling near the top

An electron slightly below the top can tunnel through it. Since \(A=qFx_m^2\), the curvature there is \(|V''|=2A/x_m^3=2qF/x_m\). Near the top the barrier resembles an inverted parabola \(-\tfrac12m\omega_b^2y^2\), where \(y=x-x_m\), \(m\) is the electron mass and

\[
\omega_b^2=\frac{2qF}{m\,x_m}.
\]

Let \(E\) be the energy measured from the top. Well below it, the semiclassical transmission is \(\exp(-2S/\hbar)\), where \(S\) is the integral of \(\sqrt{2m|E|-m^2\omega_b^2y^2}\) between the turning points. This is the area of a half-ellipse with semi-axes \(\sqrt{2m|E|}\) and \(\sqrt{2|E|/(m\omega_b^2)}\), so \(S=\pi|E|/\omega_b\). The transmission is \(e^{-2\pi|E|/\hbar\omega_b}\). The known solution for the full parabola joins this smoothly to 1 above the top:

\[
P(E)=\frac{1}{1+e^{-2\pi E/\hbar\omega_b}} .
\]

Weighting \(P\) with the Boltzmann factor, relative to classical passage, gives

\[
\int_{-\infty}^{\infty}P(E)\,e^{-E/kT}\frac{dE}{kT}=\frac{u}{\sin u},
\qquad u=\frac{\hbar\omega_b}{2kT}<\pi .
\]

To obtain this, set \(a=u/\pi\) and \(z=e^{-2\pi E/\hbar\omega_b}\). The integral becomes \(a\int_0^\infty z^{a-1}/(1+z)\,dz\), a standard integral equal to \(\pi a/\sin\pi a\). Direct quadrature confirms the result at both fields.

With the free-electron mass, \(\hbar\omega_b=0.0896\) eV at \(10^8\) V/m. Then \(u=0.0896/(2\times0.02585)=1.73\), and the rate rises by a factor of 1.76. At the lower field the factor is 1.07. The condition \(u=\pi\) marks the temperature below which the estimate diverges: 166 K at the higher field and 59 K at the lower. For this mass, purely thermal emission is thus a fair description at 300 K, less so at the higher field, and it fails on cooling. A lighter effective mass strengthens tunnelling, because \(\omega_b\propto m^{-1/2}\). With 0.3 of the free-electron mass, the temperature at which \(u=\pi\) rises to about 300 K at the higher field, and purely thermal emission is then a poor description even at room temperature. These are estimates, since the real barrier is parabolic only near its top.

## Which permittivity to insert

The lattice screens the trap charge fully only if the ions can adjust while the electron leaves. A rough transit time is \(x_m\) divided by the thermal speed \(\sqrt{kT/m}\), with \(kT\) in joules. At \(10^8\) V/m this gives \(2.8\times10^{-14}\) s. A lattice vibration with an assumed quantum of 0.05 eV has a period of \(8.3\times10^{-14}\) s.

By this estimate the transit takes about one third of a period. The electron moves faster inside the Coulomb well, and a classical path from 0.2 nm to \(x_m\) with \(kT/2\) above the top takes about one seventh of a period. A vibration can already respond appreciably in that time, so this rough estimate does not decide between the electronic and the static permittivity. At the lower field the estimated transit takes twice as long, which gives the lattice more time to respond. Where the two computed permittivities differ strongly, evaluating \(\beta\) with each shows how much the predicted leakage depends on this choice.

## Computed results

```
relative permittivity = 4.0
trap depth = 1.00 eV
attempt rate = 1.0e+13 1/s
temperature = 300 K
thermal energy kT = 0.02585 eV
Coulomb strength A = 0.3600 eV nm
beta = 3.7947e-05 eV (m/V)^0.5
beta = 6.0798e-24 J (m/V)^0.5
slope beta/kT = 1.4679e-03 (m/V)^0.5
slope fitted to numerical barriers = 1.4679e-03 (m/V)^0.5
zero-field emission rate = 1.588e-04 1/s
--- field = 2.50e+07 V/m
sqrt(field) = 5000 (V/m)^0.5
barrier-top distance = 3.795 nm
barrier lowering = 0.1897 eV
remaining barrier = 0.8103 eV
gamma = 7.339
emission rate = 2.444e-01 1/s
barrier frequency energy = 0.0317 eV
tunnelling crossover temperature = 59 K
tunnelling factor = 1.065
--- field = 1.00e+08 V/m
sqrt(field) = 10000 (V/m)^0.5
barrier-top distance = 1.897 nm
barrier lowering = 0.3795 eV
remaining barrier = 0.6205 eV
gamma = 14.679
emission rate = 3.763e+02 1/s
barrier frequency energy = 0.0896 eV
tunnelling crossover temperature = 166 K
tunnelling factor = 1.757
--- checks and limits
flood-fill lowering, high field = 0.3795 eV
image-charge lowering, high field = 0.1897 eV
field where barrier vanishes = 6.945e+08 V/m
trap density = 1.0e+23 1/m^3; spacing = 21.54 nm
field where x_m is half the spacing = 3.10e+06 V/m
two wells at 1e+05 V/m: lowering = 1.073e-03 eV
linear law qFd/2 there = 1.077e-03 eV
capture coefficient = 1.0e-12 m^3/s
acceptors 1e+22 1/m^3: n(high field) = 3.39e+15 1/m^3, dln n/dln e = 1.000, slope ratio = 1.000
acceptors 1e+18 1/m^3: n(high field) = 5.65e+18 1/m^3, dln n/dln e = 0.541, slope ratio = 0.745
acceptors 0e+00 1/m^3: n(high field) = 6.13e+18 1/m^3, dln n/dln e = 0.500, slope ratio = 0.500
--- slope / (beta/kT) between the two fields; inferred eps_r
ln J, strong compensation: 1.189; 2.83
direction-averaged ln rate: 0.916; 4.77
ln(J/F), no compensation: 0.500; 16.00
x_m / thermal speed, high field = 2.81e-14 s
lattice period for 0.05 eV phonon = 8.27e-14 s
```
